\section*{Fitting ferromagnetic-resonance transmission with an unknown microwave phase}

\section{The measurement and its phase}

A magnetic film lies on a coplanar line. A network analyser records the complex transmission $S_{21}$ at fixed frequency while a field is swept through resonance. The growth of the linewidth with frequency gives the damping. Any cable length not covered by the calibration rotates the signal in the complex plane and mixes absorption with dispersion. How should the line be fitted, and what happens if the rotation is ignored?

The film is magnetised along its normal $z$. All fields are flux densities, $M_s$ and $M_{\rm eff}$ are also in tesla, $\gamma>0$, and the time factor is $e^{i\omega t}$. $B$ is the applied field, $B_0$ its resonance value, $w$ the half width and $\Delta=2w$ the full width at half maximum.

\section{Why the line is a single pole}

Let $\mathbf u$ be the unit magnetisation and $b$ a weak drive field along $x$. The Landau--Lifshitz--Gilbert equation is $\dot{\mathbf u}=-\gamma\,\mathbf u\times\mathbf B+\alpha\,\mathbf u\times\dot{\mathbf u}$, with static internal field $B-M_{\rm eff}$. Write $\Omega=\omega/\gamma$ and $D=B-M_{\rm eff}+i\alpha\Omega$. To first order in $b$,
\begin{align}
i\Omega u_x&=-D u_y, & i\Omega u_y&=D u_x-b .
\end{align}
The first equation gives $u_y=-i\Omega u_x/D$. The second becomes $\Omega^2u_x/D=Du_x-b$, so
\begin{equation}
\chi=\frac{M_su_x}{b}=\frac{M_sD}{D^2-\Omega^2}
=\frac{M_s}{2}\left[\frac1{D-\Omega}+\frac1{D+\Omega}\right].
\end{equation}
The first term is resonant at $B_0=M_{\rm eff}+\Omega$; the second is the counter-rotating response. If $M_{\rm eff}$ has a Lorentzian spread of full width $\Delta_0$, the average is a contour integral closed in the half plane where $\chi$ has no pole. It replaces $D$ by $D+i\Delta_0/2$. The magnetic half width is therefore $w_m=\alpha\Omega+\Delta_0/2$.

Take a uniform field $\mu_0I/(2W)$ over a strip of width $W$, for film length $l$ and thickness $d$. By reciprocity the film's flux in the line is the magnetisation $\chi I/(2W)$ times the field per current $\mu_0/(2W)$ times the volume $Wld$. The added inductance is $L=\mu_0ld\chi/(4W)$. If the film is much shorter than the guided wavelength, it acts as one lumped inductance. In series between matched impedances $Z_0$ it then gives $S=1/(1+i\omega L/2Z_0)$. With $x=B-B_0$ and the resonant term alone,
\begin{align}
\frac{i\omega L}{2Z_0}&=\frac{ia}{x+iw_m}=\frac{a}{w_m-ix},
\qquad a=\frac{\omega\mu_0ldM_s}{16Z_0W},\\
S&=\frac{w_m-ix}{w_m+a-ix}=1-\frac{a}{w-ix},\qquad w=w_m+a .
\end{align}
Loading by the line keeps the pole form and adds $a$ to the half width. This is radiative damping, $\alpha_{\rm rad}=a/\Omega$.

Cables multiply $S$ by a complex constant; leakage and drift add a background. The fit model is
\begin{equation}
S_{21}=c_0+c_1B-Ae^{i\phi}\frac{w}{w-i(B-B_0)},\qquad A>0, \label{model}
\end{equation}
where $\phi$ is the phase relative to the one assumed in the analysis. An uncorrected delay $\tau$ gives $\phi=-\omega\tau$. The model assumes one mode, linear response and a phase constant during the sweep.

\section{The free-phase fit}

Put $p=B_0-iw$. Since $w-i(B-B_0)=-i(B-p)$,
\begin{equation}
S_{21}=c_0+c_1B+\frac{C}{B-p},\qquad C=-iAwe^{i\phi},\qquad \phi=\arg(iC).
\end{equation}
The phase is now part of a linear coefficient, and the one nonlinear unknown is the complex number $p$.

For a starting value, multiply by $B-p$ and collect powers of $B$:
\begin{equation}
BS_{21}=pS_{21}+(C-c_0p)+(c_0-c_1p)B+c_1B^2 .
\end{equation}
This is linear in $p$ and three polynomial coefficients. With noise, $S_{21}$ is an imperfect regressor, so the result serves as a start and not as the estimate.

To refine it, expand $C/(B-p-\delta p)\simeq C/(B-p)+C\,\delta p/(B-p)^2$. A linear fit with both functions returns coefficients $k_1\simeq C$ and $k_2\simeq C\,\delta p$, hence $\delta p=k_2/k_1$. When $k_2=0$, the residual is orthogonal to the derivatives of the model with respect to $C$, $p$, $c_0$ and $c_1$: a stationary point of the squared error.

\begin{verbatim}
x = (B - B_mid)/H         # H = half of the sweep range
p = first coefficient of lstsq([S,1,x,x^2], x*S)
repeat, at most 60 times:
    J = [1/(x-p), 1/(x-p)^2, 1, x]
    k = lstsq(J, S)       # complex coefficients
    p = p + k[2]/k[1]     # indices start at 1
    stop if |k[2]/k[1]| < 1e-11
reject if not converged or Im p >= 0
B0 = B_mid + H*Re p;  width = -2*H*Im p
phase = arg(i*k[1])
\end{verbatim}

Each pass costs $O(Nm^2)$ operations and $O(Nm)$ memory for $N$ points and $m=4$ columns. Scaling the field keeps the polynomial columns comparable. Noiseless lines with $w=1$, $B_0=0.4$, a linear background and phases $-2.8$, $-0.7$, $0.4$ and $2.5$ rad were recovered within a relative tolerance of about $10^{-5}$ in $B_0$, $\Delta$ and $\phi$.

\subsection{Error bars and the price of the phase}

Let the noise be white with standard deviation $\sigma$ in each quadrature. With $G=J^\dagger J$, the real and imaginary parts of $k_2$ each have variance $\sigma^2(G^{-1})_{22}$. Hence, with $J$ and $C$ in field units,
\begin{equation}
\sigma(B_0)=\sigma(w)=\frac{\sigma}{|C|}\sqrt{(G^{-1})_{22}},\qquad
\sigma^2\simeq\frac{\sum|r|^2}{2(N-m)},
\end{equation}
where $r$ is the residual, and $\sigma(\Delta)=2\sigma(w)$.

For a wide window with no background and field step $h$, sums become integrals divided by $h$. With $v=1/(B-p)$,
\begin{equation}
\int|v|^2dx=\frac{\pi}{w},\quad \int|v|^4dx=\frac{\pi}{2w^3},\quad
\int v^*v^2dx=-\frac{i\pi}{2w^2}.
\end{equation}
Eliminating $C$ leaves the information
\begin{equation}
\frac1h\left[\frac{\pi}{2w^3}-\frac{\pi^2}{4w^4}\frac{w}{\pi}\right]
=\frac{\pi}{4hw^3}.
\end{equation}
Since $|C|=Aw$, this gives $\sigma(B_0)=\sigma(w)=(2\sigma/A)\sqrt{hw/\pi}$.

If $\phi$ is known, the parameters are the real numbers $Aw$, $B_0$ and $w$. Apart from the common factor $e^{i\phi}$, their derivatives are proportional to $-iv$, $-iv^2$ and $-v^2$. The overlap of the second with each of the other two is purely imaginary, so its real part vanishes and $B_0$ keeps the full information $\pi/(2hw^3)$. The first and third do overlap, so $w$ still has $\pi/(4hw^3)$. In this wide window without background, freeing the phase costs a factor $\sqrt2$ in the scatter of $B_0$ and nothing in that of $w$. A shorter window with a free background raises the price in $B_0$. In 300 simulated sweeps with $A=w=1$, range $\pm60$, step $0.25$ and $\sigma=0.01$, the ratios were 1.47 and 1.00. A scatter from 300 trials is itself uncertain by about 4 per cent.

\section{What a missing phase does}

\subsection{Least squares on an infinite window}

Suppose the amplitude is forced to be real and there is no background. Dropping the common minus sign, the data are $Qe^{i\phi}/(w-ix)$ with $Q=Aw$, and the model is $r/[w'-i(x-\delta)]$ with real $r$. Their overlap needs
\begin{equation}
\int_{-\infty}^{\infty}\frac{dx}{[w'+i(x-\delta)](w-ix)}
=\frac{2\pi}{w+w'-i\delta},
\end{equation}
from the residue at $x=\delta+iw'$ in the upper half plane. The squared error is
\begin{equation}
E=\frac{\pi Q^2}{w}-2rQP+\frac{\pi r^2}{w'},\qquad
P={\rm Re}\,\frac{2\pi e^{i\phi}}{w+w'-i\delta}.
\end{equation}
The best amplitude is $r=w'QP/\pi$, which lowers $E$ by $w'Q^2P^2/\pi$. Set $\delta=(w+w')\tan\theta$, so that $w+w'-i\delta=(w+w')e^{-i\theta}/\cos\theta$. The reduction becomes
\begin{equation}
4\pi Q^2\frac{w'}{(w+w')^2}
\left[\frac{\cos\phi+\cos(2\theta+\phi)}2\right]^2 .
\end{equation}
The width factor has derivative $(w-w')/(w+w')^3$, so its maximum is at $w'=w$. For $|\phi|<90^\circ$ the bracket has its largest magnitude at $\theta=-\phi/2$. Therefore
\begin{equation}
\delta=-\Delta\tan\frac{\phi}{2},\qquad w'=w,\qquad
\frac{E}{\pi Q^2/w}=1-\cos^4\frac{\phi}{2}. \label{lsq}
\end{equation}
The resonance field is biased at first order in $\phi$, but the linewidth is not biased at all.

The same holds if the real part alone is fitted. For two such lines $F$ and $K$, ${\rm Re}F\,{\rm Re}K=\frac12{\rm Re}(F^*K+FK)$. Both poles of $FK$ lie in the lower half plane and $FK$ falls as $1/x^2$, so its integral vanishes. Every term of $E$ is halved and the minimum stays put.

\subsection{Reading the peak and half maximum}

A reading of the real part is a different estimator. With $x=w\tan\psi$, the normalised curve is
\begin{equation}
{\rm Re}\,\frac{e^{i\phi}}{1-i\tan\psi}=\cos\psi\cos(\psi+\phi)
=\frac{\cos\phi+\cos(2\psi+\phi)}2 .
\end{equation}
Its peak lies at $\psi=-\phi/2$, a shift of $-(\Delta/2)\tan(\phi/2)$, with height $c^2$, where $c=\cos(\phi/2)$ and $s=\sin(\phi/2)$. At half height, $\cos(2\psi+\phi)=c^2-\cos\phi=s^2$. Let $\varepsilon=\arccos s^2$; then $\psi_\pm=(-\phi\pm\varepsilon)/2$ and
\begin{equation}
\frac{\Delta_{\rm read}}{w}=\tan\psi_+-\tan\psi_-
=\frac{2\sin\varepsilon}{\cos\phi+\cos\varepsilon}.
\end{equation}
The denominator is $c^2-s^2+s^2=c^2$, and $\sin\varepsilon=\sqrt{1-s^4}=c\sqrt{1+s^2}$. Thus
\begin{equation}
\frac{\Delta_{\rm read}}{\Delta}=\frac{\sqrt{1+s^2}}{c}
\simeq1+\frac{\phi^2}{4}\quad(|\phi|\ll1). \label{read}
\end{equation}
This reading shifts the field half as far as least squares does, and it broadens the line.

\subsection{Finite windows}

A real sweep cuts off the slow dispersive tails, and a free background absorbs part of them. Equation (\ref{lsq}) is then a guide, not the result. Symmetry still constrains the bias. Reflecting the field about $B_0$ and taking the complex conjugate turns a line of phase $\phi$ into one of phase $-\phi$. A centred window and a free linear background are unchanged as a set. So, for a unique best fit, the field bias is odd in $\phi$ and the width bias even. An off-centre window lacks this symmetry, and a width bias linear in $\phi$ is allowed.

Zero-phase fits with a free complex linear background give:

\begin{center}
\begin{tabular}{lrrr}
Window & $\phi$ & shift$/\Delta$ & width bias\\
$-4\Delta$ to $4\Delta$ & $-20^\circ$ & $0.163$ & $1.9\%$\\
$-4\Delta$ to $4\Delta$ & $20^\circ$ & $-0.163$ & $1.9\%$\\
$-1.5\Delta$ to $5\Delta$ & $-20^\circ$ & $0.154$ & $3.8\%$\\
$-1.5\Delta$ to $5\Delta$ & $20^\circ$ & $-0.152$ & $0.4\%$
\end{tabular}
\end{center}

The infinite-window shift would be $\tan10^\circ=0.176$ widths. In the off-centre window the sign of the phase changes the width error ninefold.

\section{A film measured from 10 to 30 GHz}

The simulated film has $d=10$ nm, $l=5$ mm, $M_s=1000$ mT, $M_{\rm eff}=950$ mT, $g=2.11$, $\alpha=0.0070$ and $\Delta_0=1.0$ mT, on a 100 $\mu$m strip of 50 ohm. The path has gain 0.70 and an uncorrected delay of 3.0 ps. Leakage $0.1i$, a linear drift and noise of $5\times10^{-5}$ per quadrature are added. Each sweep has 401 points from $-3$ to $+5$ linewidths about resonance. The data use the full $\chi$, including its counter-rotating term, and treat the film as a lumped inductance.

At 20 GHz, $\phi=-360^\circ\times0.020\times3.0=-21.6^\circ$, with frequency in THz and delay in ps. The true values are $B_0=1627.230$ mT and $\Delta=10.679$ mT. The free-phase fit returns $1627.230$ mT, $10.683$ mT and $-21.61^\circ$. Its error bar on $B_0$ is $0.0061$ mT; 300 repeated fits scatter by $0.0062$ mT.

The zero-phase fit returns 1629.115 mT, a shift of 1.89 mT. Equation (\ref{lsq}) gives $10.679\tan10.8^\circ=2.04$ mT for the infinite window. The fitted width is 10.967 mT, 2.7 per cent too large. The half-maximum reading, idealised as noiseless with the baseline perfectly removed, is shifted by 1.02 mT. Equation (\ref{read}) gives $10.679\times1.0357=11.06$ mT for its width, as read numerically.

The material values follow from straight lines in frequency:
\begin{equation}
B_0=M_{\rm eff}+\frac{hf}{g\mu_B},\qquad
\Delta=\Delta_0+2\alpha_{\rm tot}\frac{hf}{g\mu_B},
\end{equation}
where here $h$ is Planck's constant and $\alpha_{\rm tot}=\alpha+\alpha_{\rm rad}$. Thus $\alpha_{\rm tot}$ is half the ratio of the two slopes.

\begin{center}
\begin{tabular}{lrrr}
Analysis & $g$ & $\alpha_{\rm tot}$ & $\Delta_0$ (mT)\\
True & 2.1100 & 0.00715 & 1.00\\
Free phase & 2.1100 & 0.00715 & 1.00\\
Zero phase & 2.0985 & 0.00775 & 0.51\\
Half maximum & 2.1039 & 0.00800 & 0.33
\end{tabular}
\end{center}

Ignoring the delay raises the damping by 8 per cent in the zero-phase fit and by 12 per cent in the reading. The width error of the zero-phase fit grows from 0.03 mT at 10 GHz to 0.93 mT at 30 GHz. This steepens the line and lowers its intercept, so the damping comes out too large and the inhomogeneous width too small.

Dividing by the off-resonance baseline removes a phase common to signal and baseline, but not the effect of leakage. At 20 GHz the baseline is $0.70e^{-i21.6^\circ}+0.1i$, whose phase is $-13.6^\circ$. The signal keeps a phase of $-8.0^\circ$ after division. Equation (\ref{lsq}) then still predicts a shift of $10.679\tan4.0^\circ=0.75$ mT. A free phase remains necessary.

\section{Limits and failure modes}

The parameters are rough values for a Permalloy-like film at room temperature, not data for a particular sample. Among the effects outside the model whose shifts are estimated here, misalignment moves the resonance most. For a field tilted by $\beta$ from the normal and magnetisation at angle $\theta$, the energy per moment is $-B\cos(\theta-\beta)+\frac12M_{\rm eff}\cos^2\theta$. Its minimum obeys $B\sin(\theta-\beta)=M_{\rm eff}\sin\theta\cos\theta$. The curvatures in and across the tilt plane give
\begin{align}
\Omega^2={}&[B\cos(\theta-\beta)-M_{\rm eff}\cos2\theta]\nonumber\\
&\times[B\cos(\theta-\beta)-M_{\rm eff}\cos^2\theta].
\end{align}
At 10 GHz a tilt of $0.5^\circ$ moves $B_0$ by $-1.19$ mT, more than the $+0.51$ mT caused by the missing phase. The order holds only at the lowest frequency: the tilt shift falls to $-0.70$ mT at 15 GHz and $-0.34$ mT at 30 GHz, while the shift from the missing phase grows to $+1.1$ and $+4.2$ mT. A free phase cannot repair the tilt shift, because the pole itself has moved.

The other shifts estimated here are smaller. Radiative damping in the simulated lumped model is $1.5\times10^{-4}$, 2 per cent of the total; it must be subtracted to obtain the intrinsic $\alpha$. A real 5 mm film is not short at these frequencies, where the guided wavelength is roughly 4 to 19 mm. In a long film the forward wave collects the response as $S\simeq\exp[-a/(w_m-ix)]$. To second order in $a$ this broadens the line by $a/2$ instead of $a$, so the radiative correction is about half as large. A finite strip excites wavevectors of order $k=\pi/W$. Their dipolar field raises one of the two stiffnesses by $M_skd/2$, which for $kd\ll1$ lowers the resonance field by about $M_skd/4=0.08$ mT. At 0.1 mW and 10 GHz the coherent precession angle, averaged over the inhomogeneous film, is 2.2 mrad, and the reduced demagnetising field lowers $B_0$ by only a few $\mu$T. At resonance the circular response is $M_s/(iw)$, so in a film of resistivity $\rho$ the field decays over $\sqrt{\rho w/(\omega\mu_0M_s)}$. For 30 $\mu\Omega$ cm at 30 GHz this is about 100 nm, ten times the film thickness. (The 198 nm in the output is the usual skin depth $\sqrt{2\rho/(\omega\mu_0\mu_r)}$ with $\mu_r=M_s/\Delta$.) A long decay length does not exclude screening by currents in the sheet. Even without magnetic response, they change the field between the two faces. For the single wavevector $k=\pi/W$ at 30 GHz the fraction is about $\omega\mu_0Wd/(\pi\rho)=0.25$, mostly in quadrature. Longer wavelengths in the field of the strip are screened more strongly, so the actual fraction can be about twice as large, with a larger in-phase part; it depends on the film width and on the return current in the ground planes. The model leaves this out. Without noise and drift, the free-phase fit to the full response misses $B_0$ by at most 26 nT, so the counter-rotating term is harmless here.

The algorithm fails in recognisable ways:
\begin{itemize}
\item If the resonance is lost in noise, the fitted pole and phase are meaningless. A pole with ${\rm Im}\,p\ge0$ must be rejected, but noise alone can also converge to ${\rm Im}\,p<0$, so passing this test does not prove that a line is present.
\item If the window is narrower than the line, the pole functions resemble the polynomials and $G$ becomes nearly singular. The error bars then grow.
\item A second mode or a curved background violates the model. The free phase can absorb part of the misfit, so the residual should be inspected.
\item A phase that drifts during the sweep is not a constant factor of the line. Across frequencies, a pure delay should give a fitted phase linear in $f$; departures can come from reflections, from other frequency-dependent parts of the path, or from a misfit such as an unresolved second mode. Constant leakage is absorbed by $c_0$ and changes the fitted phase only if the data are first divided by the baseline.
\end{itemize}

The values for all five frequencies are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Input g 2.11, intrinsic damping 0.0070
Input Ms 1000 mT, Meff 950 mT
Input inhomogeneous width 1.0 mT
Film thickness 10 nm, length 5 mm
Strip width 100 um, impedance 50 ohm
Delay 3.0 ps, gain 0.70, leakage 0.1j
Noise per quadrature 5.0e-05, points per sweep 401
Sweep window: -3 to +5 true linewidths from resonance
10 GHz: fitted phase -10.75 deg, B0 error bar 0.0037 mT
  true: B0 1288.615 mT, width 5.839 mT
  free phase: B0 1288.616 mT, width 5.826 mT
  zero phase: B0 1289.120 mT, width 5.869 mT
  half maximum: B0 1288.891 mT, width 5.891 mT
15 GHz: fitted phase -16.20 deg, B0 error bar 0.0051 mT
  true: B0 1457.922 mT, width 8.259 mT
  free phase: B0 1457.923 mT, width 8.271 mT
  zero phase: B0 1459.007 mT, width 8.399 mT
  half maximum: B0 1458.510 mT, width 8.425 mT
20 GHz: fitted phase -21.61 deg, B0 error bar 0.0061 mT
  true: B0 1627.230 mT, width 10.679 mT
  free phase: B0 1627.230 mT, width 10.683 mT
  zero phase: B0 1629.115 mT, width 10.967 mT
  half maximum: B0 1628.248 mT, width 11.060 mT
25 GHz: fitted phase -27.05 deg, B0 error bar 0.0076 mT
  true: B0 1796.537 mT, width 13.098 mT
  free phase: B0 1796.529 mT, width 13.097 mT
  zero phase: B0 1799.455 mT, width 13.639 mT
  half maximum: B0 1798.109 mT, width 13.833 mT
30 GHz: fitted phase -32.45 deg, B0 error bar 0.0087 mT
  true: B0 1965.845 mT, width 15.518 mT
  free phase: B0 1965.839 mT, width 15.518 mT
  zero phase: B0 1970.056 mT, width 16.445 mT
  half maximum: B0 1968.099 mT, width 16.777 mT
True total: g 2.1100, Meff 950.00 mT, damping 0.00715, width0 1.000 mT
Free phase: g 2.1100, Meff 950.01 mT, damping 0.00715, width0 0.995 mT
Zero phase: g 2.0985, Meff 948.42 mT, damping 0.00775, width0 0.507 mT
Half maximum: g 2.1039, Meff 949.17 mT, damping 0.00800, width0 0.326 mT
centred, -20 deg: shift 0.1634 widths, width bias 1.901 %
centred, 20 deg: shift -0.1634 widths, width bias 1.901 %
off-centre, -20 deg: shift 0.1537 widths, width bias 3.758 %
off-centre, 20 deg: shift -0.1522 widths, width bias 0.411 %
Windows in widths: centred -4 to 4, off-centre -1.5 to 5
Free/known phase scatter: B0 1.470, width 1.001
20 GHz repeated-fit B0 scatter 0.0062 mT
20 GHz phase after baseline division -7.99 deg
Largest clean-fit B0 error 26.4 nT
Radiative damping 1.457e-04
10 GHz, 0.5 deg tilt: B0 shift -1.186 mT
Strip-width spin-wave field scale 0.079 mT
Drive 0.1 mW: cone 2.15 mrad, shift 2.20 uT
Resistivity 30 uohm cm, 30 GHz skin depth 198 nm
\end{verbatim}
